\section*{Leading QED correction to the ionization energy of ground-state helium}

\section*{Question}

I want the leading QED correction to the ionization energy of ground-state helium. In hartree atomic units, with a fixed point nucleus and $Z=2$, my exercise sheet gives
\begin{align}
E_{\rm He}=\alpha^3\Big\{&\tfrac{4Z}{3}\Big[\tfrac{19}{30}-2\ln\alpha-\ln k_0\Big]\langle\delta(\mathbf r_1)+\delta(\mathbf r_2)\rangle\nonumber\\
&+\Big[\tfrac{164}{15}+\tfrac{14}{3}\ln\alpha\Big]\langle\delta(\mathbf r_{12})\rangle-\tfrac{7}{6\pi}\langle P(r_{12}^{-3})\rangle\Big\}
\label{he}
\end{align}
with $\ln k_0=4.370160$, $\langle\delta(\mathbf r_1)\rangle=1.810429318$, $\langle\delta(\mathbf r_{12})\rangle=0.106345371$ and $\langle P\rangle=0.989273544$. How large is the shift of the ionization energy, and with what sign? I am stuck on three points: in which unit $k_0$ is measured, what to use for He$^+$, and what a finite expectation value of $1/r_{12}^3$ can mean. The sheet says ``about 41 GHz''.

\section*{Answer}

The shift wanted is $\delta I=E_{\rm He^+}-E_{\rm He}$, each $E$ being the QED shift of a level. The first line of \eqref{he} is derived below from the standard one-loop vertex and Uehling expressions, which settles the unit of $k_0$ and the ion. The constants $164/15$, $14/3$ and $7/6\pi$ and the value of $\ln k_0$ for helium are taken as given; the last two constants are only shown to be consistent with each other. Until the conversion in \eqref{conv}, $\hbar=c=1$ and $e^2=4\pi\alpha$.

\subsection*{Soft photons}

Choose $K$ with $m\alpha^2\ll K\ll m\alpha$. Photons with $k<K$ have wavelengths much longer than the atom, so they couple to $\mathbf P=\mathbf p_1+\mathbf p_2$ through $e\,\mathbf P\cdot\mathbf A/m$. With $\Delta_n=E_n-E$, second-order perturbation theory gives
\begin{equation}
\Delta E=-\frac{4\pi\alpha}{m^2}\int\!\frac{d^3k}{(2\pi)^3\,2k}\sum_{\epsilon,n}\frac{|\langle n|\boldsymbol\epsilon\cdot\mathbf P|0\rangle|^2}{k+\Delta_n}
=-\frac{2\alpha}{3\pi m^2}\int_0^K\!dk\sum_n|\mathbf P_{n0}|^2\frac{k}{k+\Delta_n},
\end{equation}
because the two polarizations averaged over directions give $2/3$, and $4\pi\alpha\cdot4\pi/(2\cdot8\pi^3)=\alpha/\pi$. Write $-k/(k+\Delta)=-1+\Delta/(k+\Delta)$. The $-1$ multiplies $\langle\mathbf P^2\rangle$: its parts $p_1^2+p_2^2$ renormalize the mass, and $2\mathbf p_1\cdot\mathbf p_2$ is unretarded transverse-photon exchange, which belongs to the Breit interaction one order lower. The rest integrates to $\Delta\ln[(K+\Delta)/\Delta]$, which is replaced by $\Delta\ln(K/\Delta)$. This fails for the states with $\Delta\gtrsim K$. For He$^+$ the dropped average of $\ln(1+\Delta/K)$, weighted with $|\mathbf P_{n0}|^2\Delta_n$, falls only as $4\sqrt2\,Z\sqrt{E_h/K}$ and is still $0.74$ at $K=m\alpha=137\,E_h$. It vanishes in the formal limit $K/m\alpha^2\to\infty$; since the total cannot depend on $K$, at finite $\alpha$ it has to cancel against binding corrections to the single scattering used below for $k>K$, a cancellation not shown here. At leading order,
\begin{equation}
E_{\rm soft}=\frac{2\alpha}{3\pi m^2}\Big\langle\mathbf P\,(H-E)\ln\frac{K}{H-E}\,\mathbf P\Big\rangle .
\end{equation}
The coefficient of $\ln K$ is $D=\langle\mathbf P(H-E)\mathbf P\rangle$. In an eigenstate $\langle[\mathbf P,[H,\mathbf P]]\rangle=2\langle\mathbf PH\mathbf P\rangle-2E\langle\mathbf P^2\rangle=2D$. With $\nabla=\nabla_1+\nabla_2$ one has $[H,\mathbf P]=i\nabla V$ and $[\mathbf P,i\nabla V]=\nabla^2V$. This $\nabla$ annihilates any function of $\mathbf r_1-\mathbf r_2$, and $\nabla^2(-Z\alpha/r)=4\pi Z\alpha\,\delta(\mathbf r)$, so
\begin{equation}
D=2\pi Z\alpha\,\langle\delta(\mathbf r_1)+\delta(\mathbf r_2)\rangle,\qquad \frac{2\alpha}{3\pi m^2}D=\frac{4Z\alpha^2}{3m^2}\langle\delta(\mathbf r_1)+\delta(\mathbf r_2)\rangle\equiv C .
\end{equation}
The repulsion drops out because the two diagonal terms, $-2\pi\alpha\,\delta(\mathbf r_{12})$ each, cancel the two cross terms, $+2\pi\alpha\,\delta(\mathbf r_{12})$ each. That cancellation stops working for $k\gtrsim m\alpha$, where the photon resolves $r_{12}$; what is left over is part of the second line of \eqref{he}.

\subsection*{Hard photons}

For $k>K$ binding is a small perturbation, and the electron scatters once off the nucleus through the form factors $F_1,F_2$. Give the photon a mass $\lambda=\mu m$, use Feynman parameters $x+y+z=1$ and set $w=1-z$, $\Lambda(q^2)=w^2+\mu^2z-q^2xy/m^2$, $\Lambda_0=\Lambda(0)$. The subtracted one-loop vertex is
\begin{equation}
F_1-1=\frac{\alpha}{2\pi}\int\!dx\,dz\Big[\ln\frac{\Lambda_0}{\Lambda}+\frac{1-4z+z^2+(1-x)(1-y)q^2/m^2}{\Lambda}-\frac{1-4z+z^2}{\Lambda_0}\Big].
\end{equation}
Differentiate at $q^2=0$ and integrate over $x\in[0,w]$ with $\int xy\,dx=w^3/6$, $\int(1-x)(1-y)\,dx=w(1-w)+w^3/6$ and $1-4z+z^2=w^2+2w-2$:
\begin{equation}
m^2F_1'(0)=\frac{\alpha}{2\pi}\int_0^1\!dw\Big[\frac{w^3}{6\Lambda_0}+\frac{w-w^2+w^3/6}{\Lambda_0}+\frac{(w^2+2w-2)w^3}{6\Lambda_0^2}\Big].
\end{equation}
For $\mu\to0$, with $L=\ln(1/\mu)$, the infrared-sensitive integrals are $\int w/\Lambda_0=L$ and $\int w^3/\Lambda_0^2=L-\tfrac12$; elsewhere $\Lambda_0=w^2$. The three terms give $\tfrac1{12}$, then $L-1+\tfrac1{12}$, then $\tfrac16[\tfrac12+2-2L+1]$. Their sum is $\tfrac23L-\tfrac14$, so $F_1'(0)=(\alpha/3\pi m^2)[\ln(m/\lambda)-\tfrac38]$. Also
$F_2(0)=\frac{\alpha}{2\pi}\int_0^1dz\int_0^{1-z}dx\,\frac{2z(1-z)}{(1-z)^2}=\frac{\alpha}{2\pi}\int_0^12z\,dz=\frac{\alpha}{2\pi}$.

The Coulomb field couples to $\Gamma^0=F_1\gamma^0+F_2\gamma^0\boldsymbol\gamma\cdot\mathbf q/2m$. Take $\mathbf p'=-\mathbf p=\mathbf q/2$, energy $\varepsilon$, and $u=\sqrt{\varepsilon+m}\,\big(\chi,\ \boldsymbol\sigma\cdot\mathbf p\,\chi/(\varepsilon+m)\big)$. Using $(\boldsymbol\sigma\cdot\mathbf q)^2=\mathbf q^2$ and $\mathbf q^2/4=\varepsilon^2-m^2$,
\begin{equation}
u'^\dagger u=(\varepsilon+m)-(\varepsilon-m)=2m,\qquad u'^\dagger\boldsymbol\gamma\cdot\mathbf q\,u=-\tfrac12\mathbf q^2-\tfrac12\mathbf q^2 ,
\end{equation}
so $\bar u'\Gamma^0u=2m(F_1-\mathbf q^2F_2/4m^2)$. A nonzero mean momentum adds a spin--orbit term, whose expectation value vanishes in the singlet and in the $1s$ ion. Since $q^2=-\mathbf q^2$, the potential $-4\pi Z\alpha/\mathbf q^2$ is multiplied by $-\mathbf q^2[F_1'+F_2/4m^2]$. A constant in momentum space is a contact term:
\begin{equation}
\delta V=4\pi Z\alpha\Big[F_1'(0)+\frac{\alpha}{8\pi m^2}\Big]\delta(\mathbf r)=\frac{4Z\alpha^2}{3m^2}\Big[\ln\frac m\lambda-\frac38+\frac38\Big]\delta(\mathbf r).
\label{hard}
\end{equation}

\subsection*{Matching, and the unit of $k_0$}

Equation \eqref{hard} contains massive photons of all momenta, including $k<K$, and those must be removed. Take $\Delta\ll\lambda\ll K$ and $\omega=\sqrt{k^2+\lambda^2}$. In Feynman gauge the time component enters with the opposite sign, so the numerator is $|\mathbf p_{n0}|^2/m^2-|\rho_{n0}|^2$ with $\rho=e^{i\mathbf k\cdot\mathbf r}$. In the dipole limit $|\rho_{n0}|^2=|\mathbf k\cdot\mathbf p_{n0}|^2/m^2\Delta^2$, from $[H,\mathbf r]=-i\mathbf p/m$. Expand $1/(\omega+\Delta)=1/\omega-\Delta/\omega^2+\Delta^2/\omega^3-\Delta^3/\omega^4+\dots$ and keep the terms proportional to $D=\sum|\mathbf p_{n0}|^2\Delta$. The current term gives $+D/\omega^2$. The density term gives $-(k^2/3)D/\omega^4$ from its $\Delta^3$ piece; its lower pieces, with the elastic term $n=0$ included in the sum, are state-independent or renormalize the mass. With $k=\lambda\sinh\theta$, $\theta_K\simeq\ln(2K/\lambda)$, $\int\tanh^2\theta=\theta-\tanh\theta$ and $\int\tanh^4\theta=\theta-\tanh\theta-\tfrac13\tanh^3\theta$,
\begin{equation}
C\cdot\frac32\int_0^K\!dk\,\frac{k^2}{\omega^3}\Big(1-\frac{k^2}{3\omega^2}\Big)=C\cdot\frac32\Big[\theta_K-1-\frac13\Big(\theta_K-\frac43\Big)\Big]=C\Big[\ln\frac{2K}{\lambda}-\frac56\Big].
\end{equation}
Subtract this from \eqref{hard} and add $E_{\rm soft}$. Per intermediate state, $K$ and $\lambda$ cancel:
\begin{equation}
\ln\frac m\lambda-\ln\frac{2K}{\lambda}+\frac56+\ln\frac K\Delta=\ln\frac{m}{2\Delta}+\frac56=-2\ln\alpha-\ln\frac{2\Delta}{E_h}+\frac56 ,
\end{equation}
where $m=E_h/\alpha^2$. Hence, in hartree units,
\begin{equation}
\ln k_0=\langle\mathbf P(H-E)\ln[2(H-E)]\mathbf P\rangle/\langle\mathbf P(H-E)\mathbf P\rangle ,
\end{equation}
and $2\Delta/E_h$ is the excitation energy in rydberg. With $19/30$ in the bracket, $k_0$ is in rydberg.

Vacuum polarization adds the Uehling potential
$V_U=-\frac{Z\alpha}{r}\frac{2\alpha}{3\pi}\int_1^\infty dt\,\big(1+\frac1{2t^2}\big)\frac{\sqrt{t^2-1}}{t^2}e^{-2mtr}$.
Its range is far below the Bohr radius, so at leading order only its volume integral counts. Use $\int d^3r\,e^{-2mtr}/r=\pi/m^2t^2$ and substitute $t=\cosh\theta$, $v=\tanh\theta$:
\begin{equation}
\int\!d^3r\,V_U=-\frac{2Z\alpha^2}{3m^2}\int_0^1\!dv\,\Big[v^2+\tfrac12v^2(1-v^2)\Big]=-\frac{2Z\alpha^2}{3m^2}\cdot\frac25=\frac{4Z\alpha^2}{3m^2}\Big(-\frac15\Big).
\end{equation}
The constant is $\tfrac56-\tfrac15=\tfrac{19}{30}$. A density measured in $a_0^{-3}=(m\alpha)^3$ converts the prefactor:
\begin{equation}
\frac{4Z\alpha^2}{3m^2}(m\alpha)^3=\frac{4Z}{3}\,m\alpha^5=\frac{4Z}{3}\,\alpha^3E_h .
\label{conv}
\end{equation}

\subsection*{The ion}

He$^+$ obeys the first line of \eqref{he} with one electron, $|\psi(0)|^2=Z^3/\pi$, and its own Bethe logarithm. With excitation energies $\omega_n$, $|\mathbf p_{n0}|^2=\omega_n^2|\mathbf r_{n0}|^2$ and $f_n=\tfrac23\omega_n|\mathbf r_{n0}|^2$ give $|\mathbf p_{n0}|^2\omega_n=\tfrac32f_n\omega_n^2$, so $\ln k_0=\sum f\omega^2\ln2\omega/\sum f\omega^2$. For hydrogen the $1s\to np$ and $1s\to kp$ strengths are
\begin{equation}
f_n=\frac{2^8n^5(n-1)^{2n-4}}{3(n+1)^{2n+4}},\qquad \frac{df}{d\omega}=\frac{2^8\,e^{-4\arctan(k)/k}}{3(1+k^2)^4(1-e^{-2\pi/k})},
\end{equation}
with $\omega=\tfrac12(1-n^{-2})$ or $\tfrac12(1+k^2)$. Summed numerically they give $\sum f=1.000000000$ and $\sum f\omega^2=1.333333333$, as the Thomas--Reiche--Kuhn rule and $\tfrac23D=\tfrac23\cdot2\pi\cdot\tfrac1\pi$ require, and $\ln k_0({\rm H})=2.9841286$. For charge $Z$ the $f_n$ are unchanged and $\omega\to Z^2\omega$, so
\begin{equation}
\ln k_0({\rm He^+})=2.9841286+2\ln 2=2.9841286+1.3862944=4.370423 .
\end{equation}
A resolvent calculation in a $p$-wave basis directly at $Z=2$ gives $4.37042$. Using the hydrogen value for the ion would raise a bracket of $6.10$ by $1.39$.

\subsection*{The Araki--Sucher term}

Let $h(r)$ be the spherically averaged density of $\mathbf r_{12}$, so $h(0)=\langle\delta(\mathbf r_{12})\rangle$. The integral $4\pi\int h\,dr/r$ diverges logarithmically at the origin, and $P$ is defined by removing that divergence:
\begin{equation}
\langle P\rangle=4\pi\lim_{a\to0}\Big[\int_a^\infty\!\frac{h(r)}{r}dr+h(0)(\gamma+\ln a)\Big]=4\pi\int_0^\infty\!\frac{h(r)-h(0)e^{-r}}{r}\,dr .
\label{P}
\end{equation}
The second form follows from $\int_a^\infty e^{-r}dr/r=-\gamma-\ln a+O(a)$. The value depends on the unit of $a$, here $a_0$. Measured in $\hbar/mc=\alpha a_0$ the cutoff is $a/\alpha$, so $P_C=P-4\pi\ln\alpha\,\delta(\mathbf r_{12})$ and
\begin{equation}
-\frac7{6\pi}P_C=-\frac{7}{6\pi}P+\frac{14}{3}\ln\alpha\;\delta(\mathbf r_{12}).
\end{equation}
The second line of \eqref{he} is thus $\tfrac{164}{15}\delta-\tfrac7{6\pi}P_C$, without a logarithm: $\tfrac{14}{3}\ln\alpha$ is absorbed once lengths are measured in $\hbar/mc$. This is the form expected if the $1/r_{12}^3$ interaction is cut off near the Compton wavelength, though that cutoff is not derived here. The given $\langle P\rangle$ must be used with $a$ in bohr.

The tabulated inputs can be checked with a modest wave function through identities that sample $\psi$ everywhere. For a real eigenfunction $\sum_i\nabla_i^2\psi=-2(E-V)\psi$, so
\begin{equation}
-\sum_i\nabla_i^2\psi^2=4(E-V)\psi^2-2\sum_i|\nabla_i\psi|^2\equiv G .
\end{equation}
Integrating by parts, $\int gG=-\int\psi^2\sum_i\nabla_i^2g$. For $g=1/r_1$ only $\nabla_1^2$ acts, and $4\pi\langle\delta(\mathbf r_1)\rangle=\int G/r_1$. For $g=1/r_{12}$ both act, and $8\pi\langle\delta(\mathbf r_{12})\rangle=\int G/r_{12}$. For $g=\ln r/r$ one has $\nabla^2g=(rg)''/r=-1/r^3$ at $r>0$. Green's theorem outside a sphere of radius $a$ adds the surface term $4\pi a^2g'(a)\phi(0)=4\pi(1-\ln a)\phi(0)$ for a test function $\phi$, while $a^2g\phi'\to0$ even at a cusp. Comparing with \eqref{P}, $\nabla^2g=-P+4\pi(1+\gamma)\delta$. Both Laplacians act on $g(r_{12})$, so
\begin{equation}
\langle P\rangle=4\pi(1+\gamma)\langle\delta(\mathbf r_{12})\rangle+\tfrac12\int G\,\frac{\ln r_{12}}{r_{12}} .
\end{equation}
A variational function of 525 Laguerre products in perimetric coordinates, with $E=-2.903724376\,E_h$, gives $1.8104290$, $0.1063454$ and $0.989276$ from these forms; with 252 products the first and third are $1.8104280$ and $0.989282$, so their last digits are not converged, the shifts being $1\times10^{-6}$ and $6\times10^{-6}$. The same function gives $1.810423$, $0.106351$ and $0.98901$ from the local definitions, which lie further from the table. With the local values the unit change reads $0.98901+4\pi(4.92024)(0.106351)=7.5647$, equal to the $P_C$ integrated directly.

\subsection*{The numbers}

With $\ln\alpha=-4.9202437$ the coefficients are
\begin{align}
\text{He:}\quad&0.633333+9.840487-4.370160=6.10366,\\
\text{He}^+\text{:}\quad&0.633333+9.840487-4.370423=6.10340,\\
e\text{--}e\text{:}\quad&\tfrac{164}{15}+\tfrac{14}{3}(-4.9202437)=-12.027804 .
\end{align}
In units of $\alpha^3E_h$, with $\langle\delta(\mathbf r_1)+\delta(\mathbf r_2)\rangle=2(1.810429318)=3.620859$ and $Z^3/\pi=2.546479$,
\begin{align}
\tfrac83(6.103661)(3.620859)&=58.93465,\\
-12.027804\,(0.106345371)&=-1.27910,\\
-0.371362\,(0.989273544)&=-0.36738,\\
E_{\rm He}&=57.28817,\\
E_{\rm He^+}=\tfrac83(6.103398)(2.546479)&=41.44580 .
\end{align}
Since $\alpha^3E_h=2.556825$ GHz, the atom is raised by $146.476$ GHz and the ion by $105.970$ GHz:
\begin{equation}
\delta I=41.44580-57.28817=-15.84237\,\alpha^3E_h=-6.156\times10^{-6}\,E_h=-40.506\ \text{GHz}.
\end{equation}
The ionization energy is reduced, because the initial state is pushed up more than the final one. The variational expectation values, with the constants from quadrature, give $-40.506$ GHz as well; the numerical check asserts agreement within $0.002$ GHz, along with the four pieces of $19/30$, the sum rules, the ion's Bethe logarithm, the three identities and the unit change.

To see where the shift comes from, write the helium bracket as the ionic one plus $\ln k_0({\rm He^+})-\ln k_0({\rm He})=0.000263$. The excess contact density $3.620859-2.546479=1.074380$ times the ionic bracket gives $-44.709$ GHz. The difference of Bethe logarithms, at $24.688$ GHz per unit of $\ln k_0({\rm He})$, gives $-0.0065$ GHz. The $\delta(\mathbf r_{12})$ term returns $+3.270$ GHz and the Araki--Sucher term $+0.939$ GHz, together about a tenth of the contact part. Without repulsion the excess density would be the full $2.546479$; screening lowers it to $1.074380$. The closeness of the two Bethe logarithms is a numerical fact of the inputs and is not derived here.

The leading order is therefore $40.5$ GHz, which the sheet's 41 reproduces to two figures. Digits beyond these two belong to the $\alpha^3$ term for a fixed point nucleus, not to the real atom. The binding expansion runs in $Z\alpha$ relative to the leading term, so the next radiative order has the estimated scale $Z\alpha|\delta I|=2(0.0073)(40.5)\approx0.6$ GHz times a coefficient not computed here, enough to change the third figure and to affect the rounding of the second. A finite nuclear mass enters in units of $(m/M)|\delta I|=0.0056$ GHz for $m/M=1.37\times10^{-4}$. Rescaling lengths with the reduced mass multiplies the contact densities by its cube, and this factor alone gives three such units, $0.017$ GHz. Mass polarization, the logarithms that the rescaling adds to $\langle P\rangle$ and to the Bethe-logarithm bracket, and the remaining recoil terms, are not computed here. Nuclear size is also left out; it is not QED, but $\tfrac{2\pi}{3}Zr_N^2$ times the excess density, with a charge radius $r_N\approx1.68$ fm, lowers the ionization energy by about $0.03$ GHz, more than the reduced-mass factor. For triplet states $\langle\delta(\mathbf r_{12})\rangle$ vanishes, and where both spin and orbital angular momentum are nonzero the spin-dependent parts of $F_2$ must be added at this same order: the electron--nucleus spin--orbit term dropped above, and the anomalous-moment corrections to the electron--electron spin--orbit and spin--spin interactions, which \eqref{he} does not contain.

\section*{Computed results}
\begin{verbatim}
input lnk0(He) = 4.370160; tabulated E = -2.903724377 Eh
input d1 = 1.810429318, d12 = 0.106345371, P = 0.989273544 a0^-3
alpha = 7.2973525643e-03, ln alpha = -4.9202437, alpha^3 = 3.8859391e-07
1 Eh = 6.5796839e+06 GHz; alpha^3 Eh = 2.556825 GHz; alpha^4 Eh = 0.01866 GHz
constants: F1 -0.375000, F2 0.375000, soft massive -0.833333, Uehling -0.200000
sum of constants = 0.633333 (19/30 = 0.633333)
hydrogen sums: f = 1.000000000, f w^2 = 1.333333333 Eh^2
lnk0(H) = 2.9841286; 2 ln Z = 1.3862944; lnk0(He+) = 4.3704229
lnk0(He+) from basis resolvent = 4.37042; <p(H-E)p> = 31.99999 a.u.
H 1s P: cutoff -2.77258872, log identity -2.77258872 a0^-3
order 12, 252 functions, zeta 2.4: E = -2.903724371 Eh
  global forms: d1 = 1.8104280, d12 = 0.1063454, P = 0.989282 a0^-3
order 16, 525 functions, zeta 2.4: E = -2.903724376 Eh
  global forms: d1 = 1.8104290, d12 = 0.1063454, P = 0.989276 a0^-3
  direct forms (order 16): d1 = 1.810423, d12 = 0.106351, P = 0.98901 a0^-3
  virial -T/E = 1.00000000; P in Compton units / alpha^3 = 7.56465
bracket He = 6.103661; bracket He+ = 6.103398
e-e coefficient = -12.027804; 7/(6 pi) = 0.371362
2 d1 = 3.620859; Z^3/pi = 2.546479; excess = 1.074380 a0^-3
He nuclear term = 58.93465 alpha^3 Eh
He delta(r12) term = -1.27910 alpha^3 Eh
He Araki-Sucher term = -0.36738 alpha^3 Eh
E(He) = 57.28817 alpha^3 Eh = 146.476 GHz
E(He+) = 41.44580 alpha^3 Eh = 105.970 GHz
dI = -15.84237 alpha^3 Eh = -6.15625e-06 Eh = -40.506 GHz
dI from own expectation values = -40.506 GHz
parts of dI: excess contact -44.709, lnk0 difference -0.0065 GHz
parts of dI: delta(r12) 3.270, Araki-Sucher 0.939 GHz
d(dI)/d lnk0(He) = 24.688 GHz; lnk0(He+)-lnk0(He) = 0.000263
m/M = 1.3709e-04; recoil scale (m/M)|dI| = 0.0056 GHz
\end{verbatim}
